# Quantum metric of the flat band in a dimerized Lieb lattice: a numerical check

```python
"""Flat-band quantum metric of the Lieb lattice with hoppings 1+delta, 1-delta.

Result under test: with true orbital positions, the Brillouin-zone integral is
    I(delta) = int tr g d^2k = pi*(2*K - E) -> 2*pi*ln(2/|delta|) - pi,
where K and E are complete elliptic integrals of modulus
kappa = (1-delta^2)/(1+delta^2).  Site A is the corner; B and C are the edge
sites.  Lattice constant = 1, mean hopping = 1.  M = (pi, pi).
The numerical side diagonalizes the 3x3 Bloch Hamiltonian and uses the
sum-over-states metric; the analytic side uses the derived formulas.
"""
import numpy as np
from scipy.special import ellipe, ellipkm1

PI = np.pi


def bloch(kx, ky, delta, true_positions=True):
    """Hamiltonian and its two k-derivatives, from the list of bonds."""
    shape = np.shape(kx)
    ham = np.zeros(shape + (3, 3), complex)
    grad = np.zeros((2,) + shape + (3, 3), complex)
    steps = (0.5, -0.5) if true_positions else (0.0, -1.0)
    for axis, k in enumerate((kx, ky)):
        site = axis + 1
        for hop, step in zip((1 + delta, 1 - delta), steps):
            term = hop * np.exp(1j * k * step)
            ham[..., 0, site] += term
            ham[..., site, 0] += np.conj(term)
            grad[axis, ..., 0, site] += 1j * step * term
            grad[axis, ..., site, 0] += np.conj(1j * step * term)
    return ham, grad


def metric(kx, ky, delta, true_positions=True):
    """Metric tensor of the middle band by the sum over the other bands."""
    ham, grad = bloch(kx, ky, delta, true_positions)
    energy, vec = np.linalg.eigh(ham)
    flat = vec[..., :, 1]
    g = np.zeros((2, 2) + np.shape(kx))
    for m in (0, 2):
        gap = energy[..., m] - energy[..., 1]
        amp = [np.einsum('...i,...ij,...j->...', vec[..., :, m].conj(),
                         grad[i], flat) / gap for i in range(2)]
        for i in range(2):
            for j in range(2):
                g[i, j] += np.real(np.conj(amp[i]) * amp[j])
    return g


def zone_integral(delta, true_positions=True, n=180):
    """Gauss quadrature with nodes crowded around M."""
    x, w = np.polynomial.legendre.leggauss(n)
    s = np.arcsinh(PI / abs(delta))
    q = PI * np.sinh(s * x) / np.sinh(s)
    wq = w * PI * s * np.cosh(s * x) / np.sinh(s)
    kx, ky = np.meshgrid(PI + q, PI + q, indexing='ij')
    g = metric(kx, ky, delta, true_positions)
    return np.einsum('ijab,a,b->ij', g, wq, wq)


def disc_integral(delta, radius=1.0, n=160, n_angle=96):
    """Integral of tr g over a disc around M."""
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x + 1) / 2, w / 2
    s = np.arcsinh(radius / abs(delta))
    r = radius * np.sinh(s * x) / np.sinh(s)
    wr = w * radius * s * np.cosh(s * x) / np.sinh(s) * r
    phi = 2 * PI * np.arange(n_angle) / n_angle
    rr, pp = np.meshgrid(r, phi, indexing='ij')
    g = metric(PI + rr * np.cos(pp), PI + rr * np.sin(pp), delta)
    return np.sum((g[0, 0] + g[1, 1]) * wr[:, None]) * 2 * PI / n_angle


def elliptic(delta):
    comp = (2 * delta / (1 + delta**2))**2
    return ellipkm1(comp), ellipe(1 - comp)


def metric_formula(kx, ky, d):
    X = np.cos(kx / 2)**2 + d**2 * np.sin(kx / 2)**2
    Y = np.cos(ky / 2)**2 + d**2 * np.sin(ky / 2)**2
    den = 4 * (X + Y)**2
    gxy = -((1 - d**2)**2 * np.sin(kx) * np.sin(ky) / 4 + d**2) / den
    return np.array([[Y * (1 + d**2 - X) / den, gxy],
                     [gxy, X * (1 + d**2 - Y) / den]])


# Local metric: finite differences of the projector, and sum over states.
def projector(kx, ky, delta):
    vec = np.linalg.eigh(bloch(kx, ky, delta)[0])[1][:, 1]
    return np.outer(vec, vec.conj())


rng = np.random.default_rng(4)
h = 1e-4
for kx, ky in rng.uniform(-PI, PI, (12, 2)):
    d = 0.3
    dP = [(projector(kx + h, ky, d) - projector(kx - h, ky, d)) / (2 * h),
          (projector(kx, ky + h, d) - projector(kx, ky - h, d)) / (2 * h)]
    fd = np.array([[0.5 * np.trace(p @ q).real for q in dP] for p in dP])
    assert np.allclose(fd, metric_formula(kx, ky, d), rtol=1e-5, atol=1e-6)
    assert np.allclose(metric(kx, ky, d), metric_formula(kx, ky, d),
                       rtol=1e-9, atol=1e-10)

# Flat band and gap, on a uniform grid that contains M.
line = 2 * PI * np.arange(60) / 60
GX, GY = np.meshgrid(line, line, indexing='ij')
for d in (0.5, 0.1, 0.01):
    bands = np.linalg.eigvalsh(bloch(GX, GY, d)[0])
    assert np.max(np.abs(bands[..., 1])) < 1e-12
    assert abs(bands[..., 2].min() - 2 * np.sqrt(2) * d) < 1e-10
    assert np.unravel_index(bands[..., 2].argmin(), GX.shape) == (30, 30)

print("Units: lattice constant = 1, mean hopping = 1; I is dimensionless")
print("delta    gap        I(numeric)   I(elliptic)  I(log law)")
deltas = (1.0, 0.5, 0.2, 0.1, 0.05, 0.02, 0.01, 0.001, 0.0001)
total, tensors = {}, {}
for d in deltas:
    tensor = zone_integral(d)
    K, E = elliptic(d)
    exact = PI * (2 * K - E)
    law = 2 * PI * np.log(2 / d) - PI
    total[d], tensors[d] = np.trace(tensor), tensor
    gap = np.linalg.eigvalsh(bloch(PI, PI, d)[0])[2]
    assert abs(total[d] - exact) < 1e-6
    assert abs(tensor[0, 0] - tensor[1, 1]) < 1e-6
    assert abs(tensor[0, 1] + PI * E / 2) < 1e-6
    print(f"{d:<8g} {gap:.6f}   {total[d]:10.6f}   {exact:10.6f}   {law:10.6f}")

assert abs(total[1.0] - PI**2 / 2) < 1e-8
assert abs(np.trace(zone_integral(-0.1)) - total[0.1]) < 1e-7
remainder = (total[0.02] - 2 * PI * np.log(2 / 0.02) + PI) / 0.02**2
assert abs(remainder / PI - 1) < 0.02
print(f"(I - log law)/delta^2 at delta=0.02: {remainder:.4f}; pi = {PI:.4f}")

growth = total[0.0001] - total[0.001]
assert abs(growth - 2 * PI * np.log(10)) < 1e-4
print(f"Growth of I, delta 0.001 -> 0.0001: {growth:.6f}")
print(f"2 pi ln 10: {2 * PI * np.log(10):.6f}")

# Where the logarithm comes from: inside and outside a disc around M.
inside = {d: disc_integral(d) for d in (0.01, 0.001)}
outside = {d: total[d] - inside[d] for d in inside}
assert abs(inside[0.001] - inside[0.01] - 2 * PI * np.log(10)) < 5e-3
assert abs(outside[0.001] - outside[0.01]) < 5e-3
for d in inside:
    print(f"delta={d:g}: inside |q|<1 {inside[d]:.5f}, "
          f"outside {outside[d]:.5f}")

# Local behaviour close to M, compared with 1/(q^2 + 8 delta^2).
d = 0.01
for q in (0.0, 0.02, 0.05):
    g = metric(PI + q * np.cos(0.7), PI + q * np.sin(0.7), d)
    local = np.trace(g)
    approx = 1 / (q**2 + 8 * d**2)
    assert abs(local / approx - 1) < 5e-3
    print(f"delta=0.01, q={q:.2f}: tr g = {local:.4f}, "
          f"1/(q^2+8 delta^2) = {approx:.4f} (lattice const.^2)")

# Integrated tensor and its principal values.
K, E = elliptic(d)
eig = np.linalg.eigvalsh(tensors[d])
assert np.allclose(eig, [PI * (K - E), PI * K], atol=1e-6)
assert abs(np.linalg.eigvalsh(tensors[1.0])[0]) < 1e-8
print(f"delta=0.01: kappa = {(1 - d**2) / (1 + d**2):.8f}")
print(f"delta=0.01: K = {K:.6f}, E = {E:.6f}")
print(f"delta=0.01: int g_xx = {tensors[d][0, 0]:.6f}, "
      f"int g_xy = {tensors[d][0, 1]:.6f}")
print(f"delta=0.01: principal values {eig[0]:.6f}, {eig[1]:.6f}")
spread = total[d] / (4 * PI**2)
print(f"delta=0.01: invariant spread I/(4 pi^2) = {spread:.6f} "
      "(lattice const.^2)")

# All orbitals assigned to the cell origin: other offset, same logarithm.
origin = {}
for d in (0.1, 0.01, 0.001, 0.0001):
    origin[d] = np.trace(zone_integral(d, true_positions=False))
    K, E = elliptic(d)
    assert abs(origin[d] - 2 * PI * K * (1 - d)**2 / (1 + d**2)) < 1e-6
    print(f"delta={d:g}: I with orbitals at cell origin = {origin[d]:.6f}")
offset = origin[0.0001] - total[0.0001]
assert abs(offset - PI) < 0.02
print(f"Offset between conventions at delta=0.0001: {offset:.5f}")

print("all good")
```

Printed output:

```
Units: lattice constant = 1, mean hopping = 1; I is dimensionless
delta    gap        I(numeric)   I(elliptic)  I(log law)
1        2.828427     4.934802     4.934802     1.213580
0.5      1.414214     6.545270     6.545270     5.568752
0.2      0.565685    11.463680    11.463680    11.325976
0.1      0.282843    15.713655    15.713655    15.681148
0.05     0.141421    20.044263    20.044263    20.036321
0.02     0.056569    25.794805    25.794805    25.793545
0.01     0.028284    30.149032    30.149032    30.148717
0.001    0.002828    44.616289    44.616289    44.616286
0.0001   0.000283    59.083855    59.083855    59.083855
(I - log law)/delta^2 at delta=0.02: 3.1490; pi = 3.1416
Growth of I, delta 0.001 -> 0.0001: 14.467566
2 pi ln 10: 14.467569
delta=0.01: inside |q|<1 22.40665, outside 7.74238
delta=0.001: inside |q|<1 36.87173, outside 7.74456
delta=0.01, q=0.00: tr g = 1250.0000, 1/(q^2+8 delta^2) = 1250.0000 (lattice const.^2)
delta=0.01, q=0.02: tr g = 833.3246, 1/(q^2+8 delta^2) = 833.3333 (lattice const.^2)
delta=0.01, q=0.05: tr g = 302.9852, 1/(q^2+8 delta^2) = 303.0303 (lattice const.^2)
delta=0.01: kappa = 0.99980002
delta=0.01: K = 5.298847, E = 1.000960
delta=0.01: int g_xx = 15.074516, int g_xy = -1.572304
delta=0.01: principal values 13.502212, 16.646819
delta=0.01: invariant spread I/(4 pi^2) = 0.763684 (lattice const.^2)
delta=0.1: I with orbitals at cell origin = 15.246738
delta=0.01: I with orbitals at cell origin = 32.627833
delta=0.001: I with orbitals at cell origin = 47.662411
delta=0.0001: I with orbitals at cell origin = 62.213003
Offset between conventions at delta=0.0001: 3.12915
all good
```
